**Boron depletion beside an arsenic-doped region in silicon**

Boron ions drift into the arsenic region until C/n is nearly continuous across the junction, while slow resupply leaves a transient dip outside. Here C is boron concentration, C0 its initial value, n electron density, n_i its intrinsic value and η = n/n_i in the arsenic region. For a fixed sharp junction and boron diffusivity proportional to hole density, the concentration just outside is C0/√η. The program solves Poisson's equation and the drift-diffusion equation, and asserts agreement with formulas for the peak field, contact value, outer profile, missing dose, flux balance, closed-box equilibrium and late filling. It also asserts that a positive trace ion piles up outside instead of dipping. For the example, the sharp-junction value is 0.264 C0, and the resolved minimum is 0.345 C0 at 7.7 nm. When arsenic motion and boron's contribution to the space charge are included, the minimum becomes 0.61 C0 at 106 nm, so fixed arsenic is the weakest of the assumptions sized here.

## Verification by program

```python
"""Why boron dips just outside a heavily arsenic-doped region of silicon.

Result under test: a negative ion obeys J = -D n d(C/n)/dx, so C/n is nearly
continuous across the junction. With D proportional to the hole density and
uniform initial boron C0, the value just outside a sharp junction is
C0/sqrt(eta), where eta = n/n_i in the arsenic region. The dip is transient.

Symbols: x position (nm), arsenic initially at x < 0; phi = e*potential/kT;
n = n_i*exp(phi); C boron concentration in units of C0; u = C*n_i/n;
lam = intrinsic Debye length (nm); Di = intrinsic boron diffusivity (nm^2/s).
The simulations use Poisson's equation and separate drift and diffusion terms.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf

# Rough typical process values for silicon
T = 1273.15                 # K
ni = 7e18                   # cm^-3
N_as = 1e20                 # cm^-3
C0 = 1e18                   # cm^-3
Di_cm = 1.5e-14             # cm^2/s
D_as_cm = 1.35e-15          # cm^2/s, intrinsic arsenic diffusivity
depth = 200.0               # nm
anneal = 1800.0             # s
eps_r = 11.7
beta = 20.0                 # hole-assisted / neutral part of boron diffusivity
mass_ratio = 1.08           # electron density-of-states mass / free mass

Di = Di_cm * 1e14
D_as = D_as_cm * 1e14
kT_V = const.k * T / const.e
eps = eps_r * const.epsilon_0
lam = 1e9 * np.sqrt(eps * kT_V / (2 * const.e * ni * 1e6))


def electron_ratio(doping):
    """Neutral-bulk n/n_i for net donor density in cm^-3."""
    a = doping / (2 * ni)
    return a + np.sqrt(a * a + 1)


class Grid:
    """Finite volumes, fine near x = 0, with a cell face exactly at x = 0."""
    def __init__(self, left, right, h0=0.1, scale=20.0):
        def side(length):
            top = np.arcsinh(length / scale)
            cells = int(np.ceil(top * scale / h0))
            return scale * np.sinh(np.linspace(0, top, cells + 1))
        a, b = side(left), side(right)
        faces = np.concatenate((-a[::-1], b[1:]))
        self.x = 0.5 * (faces[1:] + faces[:-1])
        self.vol = np.diff(faces)
        self.dist = np.diff(self.x)
        self.junction = len(a) - 2   # interior-face index of x = 0


def tri_solve(lower, diag, upper, rhs):
    ab = np.zeros((3, len(diag)))
    ab[0, 1:] = upper
    ab[1] = diag
    ab[2, :-1] = lower
    return solve_banded((1, 1), ab, rhs)


def potential(grid, net, start=None):
    """Newton solution of Poisson's equation; net = net donors / n_i."""
    phi = np.arcsinh(net / 2) if start is None else start.copy()
    g = 1 / grid.dist
    for _ in range(80):
        f = np.diff(phi) * g
        res = np.append(f, 0) - np.append(0, f)
        res -= grid.vol * (np.sinh(phi) - net / 2) / lam**2
        diag = -np.append(g, 0) - np.append(0, g)
        diag -= grid.vol * np.cosh(phi) / lam**2
        change = np.clip(tri_solve(g, diag, g, -res), -1, 1)
        phi += change
        if np.max(np.abs(change)) < 1e-9:
            return phi
    raise RuntimeError("Poisson iteration did not converge")


def advance(grid, c, phi, d_face, charge, dt):
    """One implicit step of J = -D*(dC/dx + charge*C*dphi/dx)."""
    k = d_face / grid.dist
    half = charge * np.diff(phi) / 2
    right, left = k * (1 + half), k * (1 - half)
    store = grid.vol / dt
    diag = store + np.append(left, 0) + np.append(0, right)
    return tri_solve(-left, diag, -right, store * c)


def face_mean(a):
    return 0.5 * (a[1:] + a[:-1])


def trace_run(left, right, time, doping=N_as, charge=-1, hole_power=1,
              steps=600):
    """Trace impurity, initially uniform, in a fixed arsenic step."""
    grid = Grid(left, right)
    phi = potential(grid, np.where(grid.x < 0, doping / ni, 0.0))
    d_face = Di * np.exp(-hole_power * face_mean(phi))
    c = np.ones_like(grid.x)
    times = time * (np.arange(steps + 1) / steps)**2
    for dt in np.diff(times):
        c = advance(grid, c, phi, d_face, charge, dt)
    return grid, phi, c


def contact(grid, phi, c, charge=-1):
    return np.interp(0.0, grid.x, c * np.exp(charge * phi))


def outside_minimum(grid, c):
    outside = np.flatnonzero(grid.x > 0)
    i = outside[np.argmin(c[outside])]
    return c[i], grid.x[i], i


def coupled_run(move_arsenic, steps=400):
    """Include boron charge and, if requested, arsenic diffusion."""
    grid = Grid(depth, 2000)
    arsenic = np.where(grid.x < 0, N_as / ni, 0.0)
    c = np.ones_like(grid.x)
    phi = None
    times = anneal * (np.arange(steps + 1) / steps)**2
    for dt in np.diff(times):
        if move_arsenic:
            a = face_mean(arsenic)
            root = np.sqrt(a * a + 4)
            # local neutrality turns arsenic drift into a diffusion factor
            d_face = D_as * 0.5 * (a + root) * (1 + a / root)
            arsenic = advance(grid, arsenic, np.zeros_like(c), d_face, 0, dt)
        phi = potential(grid, arsenic - c * C0 / ni, phi)
        d_face = Di * np.exp(-face_mean(phi))
        c = advance(grid, c, phi, d_face, -1, dt)
    return grid, arsenic, c


eta = electron_ratio(N_as)
phi_bulk = np.log(eta)
u_sharp = 1 / np.sqrt(eta)
length = np.sqrt(Di * anneal)

# Main run: contact value, field, outer profile, missing dose
grid, phi, c = trace_run(depth, 2000, anneal)
u_contact = contact(grid, phi, c)
assert abs(u_contact / u_sharp - 1) < 0.02
phi_junction = phi_bulk - np.tanh(phi_bulk / 2)
slope_formula = 2 * np.sinh(phi_junction / 2) / lam
slope = np.max(np.abs(np.diff(phi) / grid.dist))
assert abs(slope / slope_formula - 1) < 0.02
region = (grid.x > 20) & (grid.x < 400)
profile = u_sharp + (1 - u_sharp) * erf(grid.x[region] / (2 * length))
profile_error = np.max(np.abs(c[region] - profile))
assert profile_error < 0.01
missing = np.sum((1 - c[grid.x > 0]) * grid.vol[grid.x > 0])
missing_formula = (1 - u_sharp) * 2 * length / np.sqrt(np.pi)
# The finite electron tail holds extra boron on the outside.
assert abs(missing / missing_formula - 1) < 0.10
dip, dip_x, _ = outside_minimum(grid, c)
assert dip < 0.5 and 0 < dip_x < length

# Drift and diffusion nearly cancel at the junction
j = grid.junction
drift = np.mean(c[j:j + 2]) * (phi[j + 1] - phi[j]) / grid.dist[j]
diffusion = -(c[j + 1] - c[j]) / grid.dist[j]
net_to_drift = (drift + diffusion) / drift
ratio_formula = ((1 - u_sharp) / (np.sqrt(np.pi) * length)
                 / (u_sharp * slope_formula))
assert abs(net_to_drift / ratio_formula - 1) < 0.10

# Closed box: final state must follow the electron density
box_left, box_right = 20.0, 40.0
g_box, phi_box, c_box = trace_run(box_left, box_right, 1e6)
u_box = c_box * np.exp(-phi_box)
box_spread = np.ptp(u_box) / np.mean(u_box)
assert box_spread < 0.005
box_formula = (box_left + box_right) / (eta * box_left + box_right)
assert abs(c_box[-1] / box_formula - 1) < 0.02

# Different dopings and times
doping_rows = []
for doping in (2e19, 5e19, 1e20):
    result = trace_run(depth, 2000, anneal, doping=doping)
    value = contact(*result)
    expected = 1 / np.sqrt(electron_ratio(doping))
    assert abs(value / expected - 1) < 0.02
    doping_rows.append((doping, value, expected))
time_rows = []
for time in (450.0, 1800.0, 7200.0):
    result = trace_run(depth, 2000, time)
    value = contact(*result)
    assert abs(value / u_sharp - 1) < 0.03
    low, low_x, _ = outside_minimum(result[0], result[2])
    time_rows.append((time, value, low, low_x))

# Constant diffusivity, then the same test with the ion charge reversed
charge_rows = []
for charge in (-1, 1):
    result = trace_run(8000, 8000, 1e6 / Di, charge=charge, hole_power=0)
    value = contact(*result, charge=charge)
    expected = 2 / (1 + eta**(-charge))
    assert abs(value / expected - 1) < 0.03
    charge_rows.append((charge, value, expected))
assert charge_rows[0][1] < 1 < charge_rows[1][1]

# Late filling with a finite arsenic region and a very large outside
late_length = 3e4
g_late, _, c_late = trace_run(depth, 3e5, late_length**2 / Di)
late_deficit = 1 - np.interp(50.0, g_late.x, c_late)
late_formula = (eta - 1) * depth / (np.sqrt(np.pi) * late_length)
assert abs(late_deficit / late_formula - 1) < 0.04

# Neglected effects for the example's own numbers
g_self, _, c_self = coupled_run(False)
self_dip, self_x, _ = outside_minimum(g_self, c_self)
g_move, arsenic_move, c_move = coupled_run(True)
move_dip, move_x, move_i = outside_minimum(g_move, c_move)
assert self_dip < 0.95 and move_dip < 0.95
assert arsenic_move[move_i] < 0.1 * N_as / ni

r = np.sqrt((1 + beta / eta) / (1 + beta))
u_mixed = (1 + r) / (1 + eta * r)

Nc = 2e-6 * (2 * np.pi * mass_ratio * const.m_e * const.k * T
             / const.h**2)**1.5
n_bulk = eta * ni


def fermi_density(level):
    value = quad(lambda y: 2 * y * y / (1 + np.exp(y * y - level)), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * value


level = brentq(lambda z: fermi_density(z) - n_bulk / Nc, -10, 5)
activity = np.exp(level) * Nc / n_bulk
u_degenerate = 1 / np.sqrt(eta * activity)

pair_distance = 0.235e-9    # m, rough nearest-neighbour distance
site_density = 5e22         # cm^-3, rough silicon site density
screen = np.sqrt(eps * kT_V / (const.e * n_bulk * 1e6))
pair_energy = (const.e / (4 * np.pi * eps * pair_distance)
               * np.exp(-pair_distance / screen))
pair_ratio = 4 * N_as / site_density * np.exp(pair_energy / kT_V)
u_paired = 1 / np.sqrt(eta * (1 + pair_ratio))

print(f"Temperature: {T:.2f} K; kT: {kT_V:.4f} eV")
print(f"n_i: {ni:.2e} cm^-3; active As: {N_as:.2e} cm^-3")
print(f"Initial B: {C0:.2e} cm^-3; As depth: {depth:.0f} nm")
print(f"Intrinsic D_B: {Di_cm:.2e} cm^2/s; time: {anneal:.0f} s")
print(f"Intrinsic D_As: {D_as_cm:.2e} cm^2/s")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"eta = n/n_i in As region: {eta:.3f}")
print(f"Potential step: {kT_V * phi_bulk:.4f} V")
print(f"Intrinsic Debye length: {lam:.3f} nm")
print(f"Peak field, Poisson: {10 * kT_V * slope:.3f} MV/cm")
print(f"Peak field, formula: {10 * kT_V * slope_formula:.3f} MV/cm")
print(f"sqrt(D_i t): {length:.2f} nm")
print(f"Contact u/C0, simulation: {u_contact:.4f}")
print(f"Contact u/C0, formula: {u_sharp:.4f}")
print(f"Sharp limit, B just outside: {C0 * u_sharp:.3e} cm^-3")
print(f"Sharp limit, B just inside: {C0 / u_sharp:.3e} cm^-3")
print(f"Resolved dip C/C0: {dip:.4f} at {dip_x:.2f} nm")
print(f"Resolved dip concentration: {C0 * dip:.3e} cm^-3")
print(f"Largest outer-profile error, C/C0: {profile_error:.5f}")
print(f"Missing B dose, simulation: {C0 * missing * 1e-7:.3e} cm^-2")
print(f"Missing B dose, formula: {C0 * missing_formula * 1e-7:.3e} cm^-2")
print(f"Net/drift flux, simulation: {net_to_drift:.4f}")
print(f"Net/drift flux, formula: {ratio_formula:.4f}")
print(f"Closed box: {box_left:.0f} nm As side, {box_right:.0f} nm outside")
print(f"Closed-box relative spread of C/n: {box_spread:.2e}")
print(f"Closed-box outside C/C0: {c_box[-1]:.4f}")
print(f"Closed-box formula C/C0: {box_formula:.4f}")
for doping, value, expected in doping_rows:
    print(f"As {doping:.0e} cm^-3: u/C0 {value:.4f}, formula {expected:.4f}")
for time, value, low, low_x in time_rows:
    print(f"t {time:.0f} s: u/C0 {value:.4f}, dip {low:.4f} at {low_x:.2f} nm")
for charge, value, expected in charge_rows:
    print(f"Constant D, charge {charge:+d}: {value:.4f}, formula {expected:.4f}")
print(f"Late sqrt(D_i t): {late_length / 1000:.1f} um")
print(f"Late deficit: {late_deficit:.5f}, formula {late_formula:.5f}")
print(f"With B charge: dip {self_dip:.4f} at {self_x:.2f} nm")
print(f"With B charge and moving As: dip {move_dip:.4f} at {move_x:.2f} nm")
print(f"As at that minimum: {arsenic_move[move_i] * ni:.3e} cm^-3")
print(f"Mixed D_B, beta {beta:.0f}: sharp contact {u_mixed:.4f}")
print(f"Nc: {Nc:.3e} cm^-3; degeneracy factor: {activity:.4f}")
print(f"With degeneracy: sharp contact {u_degenerate:.4f}")
print(f"Rough pair energy: {pair_energy:.3f} eV")
print(f"Rough paired/free B in As region: {pair_ratio:.3f}")
print(f"With rough pairing: sharp contact {u_paired:.4f}")
print("all assertions hold")
```

Output:

```
Temperature: 1273.15 K; kT: 0.1097 eV
n_i: 7.00e+18 cm^-3; active As: 1.00e+20 cm^-3
Initial B: 1.00e+18 cm^-3; As depth: 200 nm
Intrinsic D_B: 1.50e-14 cm^2/s; time: 1800 s
Intrinsic D_As: 1.35e-15 cm^2/s
Relative permittivity: 11.7
eta = n/n_i in As region: 14.355
Potential step: 0.2923 V
Intrinsic Debye length: 2.251 nm
Peak field, Poisson: 0.996 MV/cm
Peak field, formula: 0.997 MV/cm
sqrt(D_i t): 51.96 nm
Contact u/C0, simulation: 0.2654
Contact u/C0, formula: 0.2639
Sharp limit, B just outside: 2.639e+17 cm^-3
Sharp limit, B just inside: 3.789e+18 cm^-3
Resolved dip C/C0: 0.3452 at 7.73 nm
Resolved dip concentration: 3.452e+17 cm^-3
Largest outer-profile error, C/C0: 0.00136
Missing B dose, simulation: 4.126e+12 cm^-2
Missing B dose, formula: 4.316e+12 cm^-2
Net/drift flux, simulation: 0.0332
Net/drift flux, formula: 0.0333
Closed box: 20 nm As side, 40 nm outside
Closed-box relative spread of C/n: 5.85e-04
Closed-box outside C/C0: 0.1848
Closed-box formula C/C0: 0.1834
As 2e+19 cm^-3: u/C0 0.5634, formula 0.5614
As 5e+19 cm^-3: u/C0 0.3726, formula 0.3706
As 1e+20 cm^-3: u/C0 0.2654, formula 0.2639
t 450 s: u/C0 0.2666, dip 0.4059 at 6.46 nm
t 1800 s: u/C0 0.2654, dip 0.3452 at 7.73 nm
t 7200 s: u/C0 0.2647, dip 0.3100 at 9.03 nm
Constant D, charge -1: 0.1304, formula 0.1302
Constant D, charge +1: 1.8750, formula 1.8698
Late sqrt(D_i t): 30.0 um
Late deficit: 0.05003, formula 0.05023
With B charge: dip 0.3495 at 7.73 nm
With B charge and moving As: dip 0.6113 at 105.69 nm
As at that minimum: 1.346e+18 cm^-3
Mixed D_B, beta 20: sharp contact 0.2288
Nc: 2.462e+20 cm^-3; degeneracy factor: 1.1543
With degeneracy: sharp contact 0.2457
Rough pair energy: 0.396 eV
Rough paired/free B in As region: 0.295
With rough pairing: sharp contact 0.2319
all assertions hold
```
